\section*{Phonon transmission by decimation: doubling convergence and broadening error}

\section{A converged lead and an inaccurate transmission}

Two harmonic chains with masses in the ratio $1:3$ are joined, and the transmission of phonon energy is computed from surface Green functions at the frequency $\omega=0.0012$ Ry with a broadening $\eta=10^{-6}$ Ry. After 14 doublings the coupling left over in the heavy lead is $9\times10^{-11}$ of the spring constant. The transmission comes out as $0.8591$, while the junction transmits $0.8702$. The deviation, $1.3\%$ of the true value, is not cured by further doublings. Two errors are present: one from stopping the doubling, the other from the broadening, which makes the doubling converge and is here applied to the device atoms as well. For this junction both can be found in closed form.

\section{Model and conventions}

Each atom has one displacement. Atoms $n\le0$ have mass $m_L$, atoms $n\ge1$ mass $m_R>m_L$, and all nearest-neighbour springs, including the one at the junction, equal $k$. Rydberg atomic units are used: $\hbar=1$, lengths in bohr, masses in units of $2m_e$, so that $\omega$ is given in Ry. Motion is $\mathrm{Re}\,(u_n e^{-i\omega t})$. With mass matrix $M$ and force-constant matrix $K$, define
\begin{equation}
D=zM-K,\qquad z=(\omega+i\eta)^2,\qquad \eta>0 .
\end{equation}
Its diagonal elements are $mz-2k$ and its nearest-neighbour elements $+k$. A wave $e^{iqn}$ in a uniform chain obeys $mz-2k+2k\cos q=0$, hence
\begin{equation}
\cos q=1-\frac{mz}{2k},\qquad \omega+i\eta=2\sqrt{k/m}\,\sin(q/2).
\label{disp}
\end{equation}
The root with $\kappa=\mathrm{Im}\,q>0$ decays to the right. At $\eta=0$ inside the band $q$ is real, $0<q<\pi$, and $v=d\omega/dq=\sqrt{k/m}\cos(q/2)$ is the velocity in atoms per unit time.

The example has $k=0.05$ Ry/bohr$^2$, $m_L=20000$ and $m_R=60000$, which are round model values. The bands end at $\omega_L=3.162\times10^{-3}$ and $\omega_R=1.826\times10^{-3}$ Ry. At $\omega=0.0012$ Ry (16.3 meV) the phases are $q_L=0.7785$ and $q_R=1.4344$.

\section{The junction by wave matching}

Take $u_n=e^{iq_Ln}+re^{-iq_Ln}$ for $n\le0$ and $u_n=te^{iq_R(n-1)}$ for $n\ge1$. The equation of atom 0 is that of a bulk left atom, because both its springs are $k$. The left solution continued to $n=1$ must therefore equal $u_1$. Likewise the right solution continued to $n=0$ must equal $u_0$:
\begin{equation}
e^{iq_L}+re^{-iq_L}=t,\qquad 1+r=te^{-iq_R}.
\end{equation}
Inserting $r=te^{-iq_R}-1$ in the first equation gives $e^{iq_L}-e^{-iq_L}=t\,(1-e^{-i(q_L+q_R)})$, so
\begin{equation}
t=\frac{2i\sin q_L}{1-e^{-i(q_L+q_R)}} .
\label{t}
\end{equation}

For the energy flux, atom $n$ exerts the force $k(u_n-u_{n+1})$ on atom $n+1$. The part $-ku_{n+1}$ does no mean work. For a wave of amplitude $a$ the mean power is
\begin{equation}
\tfrac12\mathrm{Re}\big[(ku_n)^*(-i\omega u_{n+1})\big]
=\tfrac12k\omega|a|^2\,\mathrm{Re}(-ie^{iq})=\tfrac12k\omega|a|^2\sin q .
\end{equation}
The transmitted fraction is $T=|t|^2\sin q_R/\sin q_L$. Since $|1-e^{-iQ}|^2=2-2\cos Q=4\sin^2(Q/2)$ for real $Q$,
\begin{equation}
T(\omega)=\frac{\sin q_L\,\sin q_R}{\sin^2\!\big(\tfrac12(q_L+q_R)\big)} .
\label{T}
\end{equation}
This holds for $\omega<\omega_R$. Above $\omega_R$ the heavy chain carries no flux and $T=0$. In the example $T=0.7022\times0.9907/0.7994=0.870$.

For long waves $q\simeq\omega\sqrt{m/k}$. With the impedance $Z=\sqrt{km}$, equation (\ref{T}) becomes $4Z_LZ_R/(Z_L+Z_R)^2=0.928$, the value for two joined strings. The transmission falls to $0.640$ at $0.0017$ Ry and vanishes at $\omega_R$, where $\sin q_R=0$.

The meaning of $T$ as an energy fraction can be seen in time. A chain of 600 light and 600 heavy atoms was diagonalized, and a packet with amplitude envelope $e^{-x^2/2s^2}$, $s=60$ atoms, was sent from 300 atoms before the junction. After the collision a fraction $0.8701$ of the energy was in the heavy half.

\section{The Caroli formula}

Let a finite device $C$ lie between leads $L$ and $R$. Write $V$ for the real coupling blocks of $D$ and $g_L=D_{LL}^{-1}$, $g_R=D_{RR}^{-1}$. A normal mode $\phi$ of the isolated left lead, with its neighbour in the device held fixed, has $D_{LL}\phi=0$ as $\eta\to0$. If it is excited with amplitude $A$, the lead equations give
\begin{equation}
u_L=A\phi-g_LV_{LC}u_C,\qquad u_R=-g_RV_{RC}u_C .
\end{equation}
Substitution in $D_{CC}u_C+V_{CL}u_L+V_{CR}u_R=0$ yields
\begin{align}
u_C&=-A\,G\,V_{CL}\phi,\qquad G=(D_{CC}-\Sigma_L-\Sigma_R)^{-1},\\
\Sigma_L&=V_{CL}g_LV_{LC},\qquad \Sigma_R=V_{CR}g_RV_{RC}.
\end{align}
The device drives the right lead with the force $V_{RC}u_C$. Its mean power is
\begin{equation}
P=\tfrac12\mathrm{Re}\big[(V_{RC}u_C)^\dagger(-i\omega u_R)\big]
=\tfrac{\omega}{2}\mathrm{Re}\big[i\,u_C^\dagger\Sigma_Ru_C\big]
=\tfrac{\omega}{4}\,u_C^\dagger\Gamma_Ru_C ,
\end{equation}
where $\Gamma=i(\Sigma-\Sigma^\dagger)$, so that $u^\dagger\Gamma u=-2\,\mathrm{Im}\,u^\dagger\Sigma u$.

Now excite all modes $s$ of the left lead with independent phases and energy $E(\omega_s)$ each. With real $\phi_s$ and $\phi_s^TM\phi_s=1$, the mode energy $\frac12\omega_s^2|A_s|^2$ fixes $|A_s|^2=2E/\omega_s^2$. The spectral sum $g_L=\sum_s\phi_s\phi_s^T/(z-\omega_s^2)$ gives, as $\eta\to0$,
\begin{equation}
\Gamma_L=2\pi\sum_sV_{CL}\phi_s\phi_s^TV_{LC}\,\delta(\omega^2-\omega_s^2).
\end{equation}
Using $\delta(\omega-\omega_s)=2\omega\,\delta(\omega^2-\omega_s^2)$, the total power is
\begin{align}
\sum_sP_s&=\int d\omega\sum_s\delta(\omega-\omega_s)\frac{E}{2\omega}\,
\phi_s^TV_{LC}G^\dagger\Gamma_RGV_{CL}\phi_s\nonumber\\
&=\int\frac{d\omega}{2\pi}\,E(\omega)\,\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger].
\end{align}
One incoming channel supplies power $vE\,dq/2\pi=E\,d\omega/2\pi$. The trace is thus the transmitted fraction summed over incoming channels. Because $K$ is real and symmetric, $G$ and $\Gamma$ equal their transposes, and transposing the product gives the usual order
\begin{equation}
T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\label{caroli}
\end{equation}
The flux interpretation belongs to the limit $\eta\to0$, taken after the leads are made infinite.

\section{Sancho--Rubio decimation}

Divide a lead into equal layers, each coupled to its neighbours alone. Let $e$ be the layer block of $D$, $\alpha$ the coupling to the next layer away from the surface, and $\beta$ the coupling back. In the interior,
\begin{equation}
eu_n+\alpha u_{n+1}+\beta u_{n-1}=0 .
\end{equation}
The odd layers obey $u_{n+1}=-e^{-1}(\alpha u_{n+2}+\beta u_n)$ and $u_{n-1}=-e^{-1}(\alpha u_n+\beta u_{n-2})$. Inserting these in the equation for even $n$ leaves the same form with
\begin{align}
e'&=e-\alpha e^{-1}\beta-\beta e^{-1}\alpha,\\
\alpha'&=-\alpha e^{-1}\alpha,\qquad \beta'=-\beta e^{-1}\beta .
\end{align}
The surface layer has a neighbour on one side, so its block $s$, initially $e$, changes to $s'=s-\alpha e^{-1}\beta$. When the couplings have vanished, $g=s^{-1}$.

\begin{verbatim}
function surface_green(e, alpha, beta, tau, max_steps):
    s = e
    repeat at most max_steps times:
        if max|alpha| <= tau*k: return inverse(s)
        x = inverse(e)
        a = alpha x beta;   b = beta x alpha
        s = s - a;          e = e - a - b
        alpha = -alpha x alpha
        beta  = -beta x beta
    if max|alpha| <= tau*k: return inverse(s)
    report failure

z  = (omega + i*eta)^2         # same z in leads and device
gL = surface_green(eL, to_left,  to_right, tau, max_steps)
gR = surface_green(eR, to_right, to_left,  tau, max_steps)
SL = V_CL gL V_LC;   SR = V_CR gR V_RC
G  = inverse(D_CC - SL - SR)
T  = Re Tr[ i(SL-SL^+) G i(SR-SR^+) G^+ ]
\end{verbatim}

The initial $s=e$ already contains the spring to the device in its diagonal element $mz-2k$. If the spring between lead and device differed from $k$, that element would have to be changed in $s$ but not in $e$, together with the coupling $V$ and the end element of $D_{CC}$. The spring between atoms 0 and 1 lies inside the device and enters $D_{CC}$ alone.

After $i$ steps, layers $1$ to $2^i-1$ have been eliminated, and the surface is coupled to layer $2^i$. Dropping this coupling holds layer $2^i$ fixed, so $s_i^{-1}$ is the surface Green function of a finite lead of $2^i$ layers. Fourteen steps represent 16384 layers. For blocks of dimension $d$ a step costs $O(d^3)$ operations and the storage is $O(d^2)$.

\section{Closed solution of the doubling}

For one atom per layer, $\alpha=\beta$ and $e=-2k\cos q$. Put $\theta_i=2^iq$. The recursion is solved by
\begin{equation}
\alpha_i=\frac{k\sin q}{\sin\theta_i},\qquad e_i=-2\alpha_i\cos\theta_i,\qquad
s_i=s_\infty-\alpha_ie^{i\theta_i},
\label{sol}
\end{equation}
with $s_\infty=-ke^{-iq}$. At $i=0$ this gives $\alpha_0=k$ and $s_0=-k(e^{-iq}+e^{iq})=e_0$, as required. For one further step, omit the index:
\begin{align}
\alpha'&=-\frac{\alpha^2}{e}=\frac{\alpha}{2\cos\theta}=\frac{k\sin q}{\sin2\theta},\\
e'&=e-\frac{2\alpha^2}{e}=-\frac{\alpha}{\cos\theta}(2\cos^2\theta-1)=-2\alpha'\cos2\theta,\\
s'&=s_\infty-\alpha e^{i\theta}+\frac{\alpha}{2\cos\theta}
=s_\infty-\alpha'(2\cos\theta\,e^{i\theta}-1)=s_\infty-\alpha'e^{2i\theta}.
\end{align}
The last equality uses $2\cos\theta\,e^{i\theta}=e^{2i\theta}+1$. Each step doubles an angle. For $\kappa>0$ the coupling tends to zero and $s_i\to s_\infty$, hence $g=-e^{iq}/k$.

With $p$ atoms per layer, the surviving coupling joins the last atom of one layer to the first atom of another, at distance $d_i=2^ip-p+1$. Between fixed end values $u_0$ and $u_d$ the wave equation has the solution $u_1=[u_0\sin((d-1)q)+u_d\sin q]/\sin(dq)$. The force $ku_1$ therefore couples the ends by $k\sin q/\sin(dq)$, and $\theta_i$ in $\alpha_i$ is replaced by $d_iq$.

\subsection{Number of steps}

From $|\sin(x+iy)|^2=\sin^2x+\sinh^2y$, once $2^i\kappa\gg1$,
\begin{equation}
|\alpha_i|\simeq2k|\sin q|\,e^{-2^i\kappa} .
\end{equation}
The condition $|\alpha_i|<\tau k$ then requires, for small $\tau$,
\begin{equation}
i>\log_2\!\left[\frac{1}{\kappa}\ln\frac{2|\sin q|}{\tau}\right].
\label{steps}
\end{equation}
Inside the band, expanding $q(\omega+i\eta)$ gives $\kappa\simeq\eta/v$. Halving $\eta$ adds one to the right-hand side. For the heavy lead, $v_R=6.880\times10^{-4}$. With $\eta=10^{-6}$ Ry and $\tau=10^{-8}$, $\kappa=1.45\times10^{-3}$ and the logarithm is $19.1$, so the bound is $13.68$ and 14 steps are needed. The light lead, with the larger velocity $v_L=1.463\times10^{-3}$ and hence the smaller $\kappa=6.84\times10^{-4}$, has the bound $14.74$ and needs 15 steps.

The surface error is smaller than the coupling. By (\ref{sol}) its size is $|\alpha_i|e^{-2^i\kappa}\simeq|\alpha_i|^2/(2k|\sin q|)$. Evaluating (\ref{sol}) for the heavy lead gives:
\begin{center}
\begin{tabular}{ccc}
step & $|\alpha_i|/k$ & $|s_i-s_\infty|/k$\\
11 & $1.0\times10^{-1}$ & $5.2\times10^{-3}$\\
12 & $5.1\times10^{-3}$ & $1.3\times10^{-5}$\\
13 & $1.3\times10^{-5}$ & $9.0\times10^{-11}$\\
14 & $9.0\times10^{-11}$ & $4.1\times10^{-21}$
\end{tabular}
\end{center}
The last entry is a truncation error, far below double-precision rounding. Away from band edges, a tolerance $\tau$ near the square root of the wanted relative surface error is sufficient.

\subsection{Zero broadening and rounding}

At $\eta=0$ inside the band $\theta_i$ is real, so $|\alpha_i|\ge k\sin q$ at every step. In a run of 40 steps in the heavy lead the smallest coupling was $0.9907\,k$. It lies this close to the bound $k\sin q_R=0.9907\,k$ only because one $\theta_i$ happened to fall near an odd multiple of $\pi/2$. All blocks stay real, so $\Gamma=0$, and the trace gives zero whenever the device matrix can be inverted. If some $\cos\theta_i=0$, the recursion stops at a singular $e_i$.

For rounding, let $e_i$ acquire a relative error $\varepsilon$ while $\alpha_i$ and $s_i$ are held. Since $e_i/\alpha_i=-2\cos\theta_i$, the angle shifts by $\delta\theta=-\varepsilon\cot\theta_i$ to first order. The limit $s_\infty=s_i+\alpha_ie^{i\theta_i}$ then shifts by
\begin{equation}
|\delta s_\infty|=\varepsilon k\,|\sin q|\,\frac{|\cos\theta_i|}{|\sin\theta_i|^2}\,e^{-2^i\kappa}.
\label{round}
\end{equation}
Later doublings do not multiply this by $2^i$. The shift is large when $\theta_i$ passes close to a multiple of $\pi$. At the first step, for small $\kappa$, it is $\varepsilon k\,|\cos q|/|\sin q|$. This is $0.14\,\varepsilon k$ for the heavy lead of the example, and it grows as $1/|\sin q|$ towards a band edge.

\section{The broadening error}

With the leads converged, the trace can be evaluated at finite $\eta$. Let the device contain $N_L$ light and $N_R$ heavy atoms, and write $q=q'+i\kappa$ on each side. From $\Sigma=k^2g=-ke^{iq}$,
\begin{equation}
\Gamma=-2\,\mathrm{Im}\,\Sigma=2ke^{-\kappa}\sin q' .
\end{equation}
$\Gamma_L$ and $\Gamma_R$ each act on one end atom, so $T_\eta=\Gamma_L\Gamma_R|G_{1N}|^2$, where $N=N_L+N_R$.

To find $G_{1N}=G_{N1}$, place a unit source on the first device atom. In a uniform chain the response $ce^{iq|n|}$ satisfies $c(-2k\cos q+2ke^{iq})=2ikc\sin q=1$. This wave travels $N_L-1$ spacings to the junction, is multiplied by $t$, and travels $N_R-1$ spacings further. The reflected part leaves through the left lead. The matching that led to (\ref{t}) holds for complex $q$ too, so
\begin{equation}
G_{N1}=\frac{t\,e^{iq_L(N_L-1)+iq_R(N_R-1)}}{2ik\sin q_L}
=\frac{e^{iq_L(N_L-1)+iq_R(N_R-1)}}{k\,(1-e^{-i(q_L+q_R)})} .
\end{equation}
For complex $Q=q_L+q_R$, $|1-e^{-iQ}|^2=4e^{\mathrm{Im}\,Q}|\sin(Q/2)|^2$. Collect the exponents of $\kappa_L$: $-1$ from $\Gamma_L$, $-2(N_L-1)$ from the path and $-1$ from the denominator, in total $-2N_L$. The same count holds on the right. The factors $4k^2$ cancel, and
\begin{equation}
T_\eta=\frac{e^{-2(N_L\kappa_L+N_R\kappa_R)}\,\sin q_L'\,\sin q_R'}
{\sin^2\!\big(\tfrac12(q_L'+q_R')\big)+\sinh^2\!\big(\tfrac12(\kappa_L+\kappa_R)\big)} .
\label{Teta}
\end{equation}

Inside both bands $q'$ differs from its value at $\eta=0$ by $O(\eta^2)$, and the $\sinh^2$ term is also $O(\eta^2)$. Therefore
\begin{equation}
T_\eta=T\left[1-2\eta\left(\frac{N_L}{v_L}+\frac{N_R}{v_R}\right)\right]+O(\eta^2).
\label{linear}
\end{equation}
The bracket has a mechanical meaning. To first order $z=\omega^2+2i\omega\eta$, which is the equation of atoms subject to a drag force $-2\eta m\dot u$. Energy then decays at the rate $2\eta$, and $N_L/v_L+N_R/v_R$ is the time needed to cross $N_L$ light and $N_R$ heavy cells, from half a spacing before the first device atom to half a spacing after the last. It is called the crossing time below.

The opening calculation used three atoms of each kind. With $v_L=1.463\times10^{-3}$ the relative loss is $2\times10^{-6}\,(3/v_L+3/v_R)=2\times10^{-6}\times6411=1.28\%$, or $0.0112$ in $T$. The full trace gives $0.0111$. For the same device and $\tau=10^{-8}$:
\begin{center}
\begin{tabular}{cccc}
$\eta$ (Ry) & steps, heavy lead & $T_\eta$ & $T-T_\eta$\\
$10^{-5}$ & 11 & 0.76539 & $1.05\times10^{-1}$\\
$10^{-6}$ & 14 & 0.85912 & $1.11\times10^{-2}$\\
$10^{-7}$ & 18 & 0.86909 & $1.12\times10^{-3}$\\
$10^{-8}$ & 21 & 0.87010 & $1.12\times10^{-4}$\\
$10^{-9}$ & 24 & 0.87020 & $1.12\times10^{-5}$
\end{tabular}
\end{center}
A ten-thousandfold smaller $\eta$ reduces the error by a factor of about 9400 and costs 13 more steps in the heavy lead.

The linear term can also be removed by extrapolation. If $T_\eta=T+a\eta+b\eta^2+\dots$, then
\begin{equation}
2T_{\eta/2}-T_\eta=T-\tfrac12b\eta^2+\dots
\end{equation}
From $\eta=10^{-6}$ Ry and half of it this gives $0.87017$, with an error of $-3.5\times10^{-5}$. Repeating it at half the broadening reduces the error by a factor $3.99$, as a quadratic remainder should.

\section{The heavy band edge}

The expansion (\ref{linear}) fails where $v_R\to0$. At $\omega=\omega_R$ put $q_R=\pi-\delta$ in (\ref{disp}):
\begin{equation}
\omega_R+i\eta=\omega_R\cos(\delta/2)\simeq\omega_R(1-\delta^2/8),\qquad
\delta^2=-8i\eta/\omega_R .
\end{equation}
Since $(1-i)^2=-2i$, the root with $\mathrm{Im}\,q_R>0$ is $\delta=2(1-i)\sqrt{\eta/\omega_R}$. Thus $\kappa_R$ and $\sin q_R'$ both equal $2\sqrt{\eta/\omega_R}$ to leading order. In (\ref{Teta}) the denominator tends to $\sin^2((q_L+\pi)/2)=\cos^2(q_L/2)$, and $\sin q_L/\cos^2(q_L/2)=2\tan(q_L/2)$. Hence
\begin{equation}
T_\eta\simeq4\tan(q_L/2)\sqrt{\eta/\omega_R},\qquad
\tan(q_L/2)=\sqrt{\frac{m_L}{m_R-m_L}} .
\end{equation}
The tangent follows from $\sin^2(q_L/2)=\omega_R^2/\omega_L^2=m_L/m_R$.

The true transmission here is zero, so this is the whole error. At $\eta=10^{-9}$ Ry the law gives $2.09\times10^{-3}$ and the trace $2.07\times10^{-3}$, against an error of $1.1\times10^{-5}$ at $0.0012$ Ry. The decimation of the heavy lead is faster at the edge, with 14 steps instead of 24, because $\kappa_R$ is larger; the light lead needs 25 steps at both frequencies. A small step count is therefore no sign of an accurate transmission. The extrapolation above does not apply here, since its assumed power series does not exist.

\section{Several channels}

Let two identical junctions run side by side, with a spring $k_c$ between the two atoms at each site and displacements along one common direction. In the symmetric combination the cross springs are not stretched. In the antisymmetric one each atom feels the extra force $-2k_cu$, so that $\cos q=1-(m\omega^2-2k_c)/(2k)$ at $\eta=0$. This term is present on both sides of the junction, and the matching argument is unchanged. All blocks are diagonal in these combinations, and (\ref{caroli}) is the sum of two values of (\ref{T}), each with its own phases.

For $k_c=0.01$ Ry/bohr$^2$ at $0.0012$ Ry both channels are open and the sum is $1.58572$. The trace with $2\times2$ layer blocks, one site per side in the device and $\eta=10^{-10}$ Ry gives the same to these digits. A trace above one thus counts channels and does not signal a gain of energy.

\section{Choosing the parameters}

Inside the bands, choose $\eta$ from (\ref{linear}), so that $2\eta$ times the crossing time is below the relative error allowed in $T$. This presumes $\eta\ll\omega$ and $\eta\ll\omega_R-\omega$. For long waves $q\simeq(\omega+i\eta)\sqrt{m/k}$, so $\kappa/q'=\eta/\omega$ on both sides, and the $\sinh^2$ term of (\ref{Teta}) divides $T$ by $1+\eta^2/\omega^2$, an error that the crossing time does not bound. With the same $z$ in leads and device, keep perfect lead atoms out of the device, since each adds to that time. The doubling itself needs $\eta$ only in the leads; with a real frequency in $D_{CC}$ there is no loss along the device, and (\ref{linear}) does not describe the error that remains. Then set the step limit above the estimate (\ref{steps}), evaluated for each lead, and treat reaching it without convergence as a failure. Near the top of the heavy band, where $v_R\to0$, repeat the calculation with smaller $\eta$: a change proportional to $\sqrt\eta$ identifies the edge error. This law needs $\eta\gg|\Delta|$, where $\Delta=\omega_R-\omega$. It also needs the damping across the device, $2(N_L\kappa_L+N_R\kappa_R)$ with $\kappa_R\simeq2\sqrt{\eta/\omega_R}$, to be small compared with one. Off the edge the same expansion gives $\delta^2\simeq8(\Delta-i\eta)/\omega_R$. Below the edge and for $\eta\ll\Delta$, $\sin q_R'\simeq\mathrm{Re}\,\delta$ grows by the relative amount $\eta^2/8\Delta^2$, opposite in sign to the linear loss, and the crossing time does not bound this term. With $v_R\simeq\sqrt{\omega_R\Delta/2}$ the heavy part of the linear loss is $2\sqrt2\,N_R(\eta/\Delta)\sqrt{\Delta/\omega_R}$. This part outweighs the quadratic term when in addition $\eta/\Delta\ll16\sqrt2\,N_R\sqrt{\Delta/\omega_R}$. The linear law (\ref{linear}) then returns, provided $2\eta$ times the crossing time is also small compared with one; a longer device eases the first condition and tightens the second. Above the edge and for $\eta\ll|\Delta|$, $\mathrm{Re}\,\delta$ and with it the spurious transmission are proportional to $\eta$. This holds even when $2N_R\kappa_R$ is large, because $\kappa_R$ is there set by $|\Delta|$ and not by $\eta$. When the damping across the device comes from $\eta$ itself and is not small, the exponential factor in (\ref{Teta}) takes over and the change follows no power of $\eta$. The closed forms belong to nearest-neighbour chains with equal springs. The recursion and the trace need harmonic forces and periodic leads, and they omit scattering between phonons.
